# Exact decimation of a tight-binding model on the Sierpinski gasket

## Problem

Start with a triangle whose three corners are sites joined by bonds. Join three copies at shared corners to make a triangle of twice the side, and repeat. After $n$ doublings the gasket has $3^n$ elementary triangles, called unit cells below. Going from level $n-1$ to level $n$ can also be read as refinement: each of the $3^{n-1}$ old triangles receives three midpoint sites. The number of sites is therefore

$$N_n=3+\sum_{k=1}^{n}3^k=\frac{3^{n+1}+3}{2}.$$

One electron hops with amplitude $-t$, $t>0$, and every site energy is $4t$. Inner sites have four neighbours. The three outer corners have two, and their bonds are given the amplitude $-\sqrt2\,t$ (for $n\ge1$). There is no interaction, disorder or magnetic field.

(a) Eliminate the midpoints and find how the energies of successive levels are related.

(b) Find all energies and degeneracies, and decide which states can be localized.

(c) The number of states per site below energy $E$ is expected to vary as $E^{d_s/2}$ near the bottom of the spectrum. Find the spectral dimension $d_s$, and decide whether the law is a pure power.

For numbers take $t=0.80$ eV, a bond length of 3.0 angstrom and $n=6$, which gives 1095 sites. These are model parameters.

**Convention.** Let $L$ be the graph Laplacian, $(Lu)_i=\sum_{j\sim i}(u_i-u_j)$, and let $M$ be diagonal, with 1 on inner sites and $\tfrac12$ on outer corners. The Hamiltonian is $H=tM^{-1/2}LM^{-1/2}$: a corner has diagonal element $2t/\tfrac12=4t$, and its bonds have $-t/\sqrt{1/2}=-\sqrt2\,t$. With $\psi=M^{1/2}u$, the Schrödinger equation becomes

$$Lu=\lambda Mu,\qquad E=t\lambda .$$

The weight $\tfrac12$ has a simple meaning. An inner site belongs to two cells and a corner to one, so each cell contributes $\tfrac12$ for each of its sites. Both $L$ and $M$ are then sums of identical cell terms.

## First estimate by scaling

A slowly varying state should look nearly linear across a small triangle. Let a cell of level $n-1$ have corner amplitudes $u_0,u_1,u_2$, and place the averages $(u_i+u_j)/2$ on its midpoints. The bond energy, in units of $t$, is the sum of squared differences. Each of the three new small triangles contains the three old differences, halved, so

$$\text{new bond energy}=3\cdot\tfrac14\sum_{i<j}(u_i-u_j)^2=\tfrac34\,(\text{old bond energy}).$$

The norm $u^TMu$ triples for a slowly varying state, because there are three times as many cells. The estimated energy changes by $\tfrac34\cdot\tfrac13=\tfrac14$ per doubling of the side, as for a free particle with $E\propto(\text{side})^{-2}$.

If a given number of states lies below an energy that falls by 4 while the number of sites grows by 3, the number per site obeys $\nu(E/4)=\nu(E)/3$. Hence the estimate is

$$d_s^{\rm est}=\frac{2\ln3}{\ln4}=\frac{\ln3}{\ln2}\approx1.585 .$$

The weak point is the linear interpolation, which was assumed and not obtained from the equations at the midpoints.

## Exact solution

### Eliminating the midpoints

Let $x_{ij}$ be the amplitude between corners $i$ and $j$ of an old cell. The midpoint $x_{01}$ has neighbours $u_0,u_1,x_{02},x_{12}$, so

$$(4-\lambda)x_{01}=u_0+u_1+x_{02}+x_{12}.$$

Put $S=x_{01}+x_{02}+x_{12}$ and $U=u_0+u_1+u_2$. Adding the three midpoint equations gives $(4-\lambda)S=2U+2S$, or $S=2U/(2-\lambda)$. Since $x_{02}+x_{12}=S-x_{01}$, we have $(5-\lambda)x_{01}=u_0+u_1+S$, and

$$x_{01}=\frac{(4-\lambda)(u_0+u_1)+2u_2}{D},\qquad D=(2-\lambda)(5-\lambda).\tag{1}$$

This requires $\lambda\ne2,5$. At an old site, collect the share of the equation that belongs to one cell:

$$g_0=\left(2-\tfrac{\lambda}{2}\right)u_0-x_{01}-x_{02}.$$

An inner old site requires the sum of its two shares to vanish; an outer corner requires its one share to vanish. From (1),

$$x_{01}+x_{02}=\frac{2(4-\lambda)u_0+(6-\lambda)(u_1+u_2)}{D}.$$

The coefficient of $u_0$ in $g_0$ is thus $\tfrac12(4-\lambda)(D-4)/D$. Because $D-4=\lambda^2-7\lambda+6=(1-\lambda)(6-\lambda)$,

$$g_0=r\left[\tfrac12(4-\lambda)(1-\lambda)u_0-u_1-u_2\right],\qquad r=\frac{6-\lambda}{(2-\lambda)(5-\lambda)}.$$

Finally $(4-\lambda)(1-\lambda)=4-\lambda(5-\lambda)$. The bracket is the share of an undivided cell at a new eigenvalue:

$$g_0=r\left[\left(2-\tfrac{\lambda'}{2}\right)u_0-u_1-u_2\right],\qquad \boxed{\lambda'=\lambda(5-\lambda)}.\tag{2}$$

In downfolding language, the Schur complement of $L-\lambda M$ is $r(L'-\lambda'M')$, where primes denote level $n-1$. The energy dependence of the effective Hamiltonian has been absorbed into a factor and a changed eigenvalue, without new hoppings.

For $\lambda\notin\{2,5,6\}$ the factor $r$ is finite and nonzero. Each coarse eigenvector then extends by (1) to one fine eigenvector, and a fine eigenvector with zero coarse amplitudes would vanish. The degeneracies at $\lambda$ and $\lambda'$ are equal.

The corner weight matters. With weight 1, a corner would require $g_0-\tfrac{\lambda}{2}u_0=0$. Dividing by $r$, the same form would return only if $\lambda/r=\lambda'$. For $\lambda\neq0,5$ this means $2-\lambda=6-\lambda$, which is impossible. Numerically, the lowest nonzero eigenvalue at level 2 is then 0.5703, which maps to 2.526, while the corresponding level-1 eigenvalue is 1.697.

### The exceptional value 6

At $\lambda=6$, $D=4$ and $r=0$. Every share $g_i$ vanishes, whatever the old amplitudes are. Equation (1) becomes

$$x_{01}=\tfrac12(u_2-u_0-u_1),$$

so the $N_{n-1}$ old amplitudes are free and the degeneracy is $N_{n-1}$ for $n\ge1$.

Set one inner old amplitude to 1 and the others to zero. In each of its two cells the adjacent midpoints have $-\tfrac12$ and the opposite one $+\tfrac12$. The state occupies seven sites. Hopping out of this region cancels: each other old corner of the two cells sees $-\tfrac12+\tfrac12=0$.

### The exceptional value 5

At $\lambda=5$ the midpoint equation reads $u_0+u_1+S=0$, and likewise for the other pairs. The three corners of a cell are equal, and since the cells are connected, all old amplitudes equal one number $u$, with $S=-2u$. Sum the shares over a cell; each midpoint enters twice:

$$\sum_i g_i=3\left(2-\tfrac52\right)u-2S=-\tfrac32u+4u=\tfrac52u .$$

The site equations make the sum over all cells zero, so $u=0$ and $S=0$.

Define $f_0=x_{01}+x_{02}=-x_{12}$, and similarly $f_1,f_2$. Then $f_0+f_1+f_2=2S=0$ in each cell, the two values of $f$ at an inner old site are opposite, and $f=0$ at an outer corner. These are the rules of a conserved flow between cells. The cells are nodes and the inner old sites are links. A connected network has links minus nodes plus one independent loops:

$$\left(\frac{3^n+3}{2}-3\right)-3^{n-1}+1=\frac{3^{n-1}-1}{2}.$$

There is one loop for each hole of side $h=2,4,\dots,2^{n-1}$ bonds, since $\sum_{j=1}^{n-1}3^{n-1-j}$ has the same value. The ring around a hole passes through $h/2$ old cells on each of its three sides. If the flow enters at corner $p$, leaves at $q$ and avoids $r$, then $x_{pr}=-1$, $x_{qr}=1$ and $x_{pq}=0$. Two sites per cell are occupied, $3h$ in all. At level 4 the 13 ring states were constructed and tested to be independent eigenstates; they occupy 6, 12 or 24 sites.

### The whole spectrum

Inverting (2) gives two branches,

$$\lambda_\pm=\frac{5\pm\sqrt{25-4\lambda'}}{2},\qquad \phi(\lambda')\equiv\lambda_- .$$

At level 0 the equation is $3u_i-U=\tfrac{\lambda}{2}u_i$, giving $\lambda=0$ once (equal amplitudes) and $\lambda=6$ twice ($U=0$). Values in $[0,6]$ have real preimages in $[0,5]$, so all later levels stay in $[0,6]$.

The preimages of 0 are 0 and 5, and those of 6 are 2 and 3. As 5 and 2 are exceptional, 0 passes on only 0, and 6 passes on only 3. Every other eigenvalue has two allowed descendants. If 6 has degeneracy $m$ at level $n-1$, the states found at level $n$ number

$$1+m+2(N_{n-1}-1-m)+N_{n-1}+\frac{3^{n-1}-1}{2}.$$

For $n\ge2$, $m=N_{n-2}=(3^{n-1}+3)/2$, and the sum is $3N_{n-1}-3=N_n$. For $n=1$, $m=2$ gives $9-1-2=6=N_1$. The count is complete, so no state is left for $\lambda=2$.

The spectrum at level $n\ge1$ is therefore:

- $\lambda=0$, once;
- $\lambda=6$, with degeneracy $N_{n-1}$;
- the $2^{k-1}$ values reached from 3 by $k-1$ inverse steps, each with degeneracy $N_{n-k-1}$ for $1\le k<n$, and 2 for $k=n$;
- the $2^k$ values reached from 5 by $k$ inverse steps, each with degeneracy $(3^{n-k-1}-1)/2$, for $0\le k\le n-2$.

At $n=6$, diagonalization gives 366 states at 4.80 eV ($\lambda=6$), 121 at 4.00 eV ($\lambda=5$) and 123 at 2.40 eV ($\lambda=3$). The two descendants of 5 lie at 1.106 and 2.894 eV, with 40 states each; those of 3 lie at 0.558 and 3.442 eV, with 42 each.

Localization is inherited. If the corners of an old cell have zero amplitude, (1) puts zero on its midpoints. A compact state thus stays in the same geometric region, whose width in bonds doubles at each refinement. For one family with $\lambda=6$, 3 and 0.697, the occupied widths are 3, 7 and 15 bonds and the states occupy 7, 21 and 71 sites.

For a fixed number of inverse steps, the compact states on small supports remain finite in size as $n$ grows, while their number grows with the system. Their degeneracy also permits extended combinations; localization is a property of a suitable basis. In a finite gasket, the families with the most inverse steps have supports comparable in size to the whole system, and the largest loop at $\lambda=5$ surrounds a hole of half the gasket's side.

The zero state and the descendants of the two level-0 states at 6 number $1+2\cdot2^{n-1}=2^n+1$. They do not come from a compact seed. At $n=6$ they are 65 of 1095 states, about 6%, and their fraction tends to zero.

### Counting the low levels

Below $\lambda=6$ there are $N_n-N_{n-1}=3^n$ states. States below 2 come from the lower branch, since the upper branch gives at least $\tfrac52$. As $\phi$ is increasing with $\phi(6)=2$, the number below $\phi(x)$ at level $n$ equals the number below $x$ at level $n-1$, for $0<x\le6$. Repetition gives

$$\#\{\lambda<\phi^k(6)\}=3^{n-k},\qquad 0\le k\le n,\tag{3}$$

where $\phi^k$ means $k$ applications. At $n=6$ the counts are 729, 243, 81, 27, 9, 3 and 1.

To see how the thresholds shrink, write

$$\phi(x)=\frac{2x}{5+\sqrt{25-4x}},\qquad \frac{5\phi(x)}{x}=\frac{10}{5+\sqrt{25-4x}}=1+O(x).$$

On $[0,6]$, $\phi(x)\le x/3$, so the corrections along the sequence decrease geometrically and their product converges. Thus $5^k\phi^k(x)$ has a positive limit $\Psi(x)$ for $x>0$; numerically $\Psi(6)=11.2107$.

Each step in (3) divides the count by 3 and, asymptotically, the threshold by 5. Between thresholds the count is monotonic, so the number of states per site is bounded above and below by constants times $\lambda^{\ln3/\ln5}$, for $\lambda$ small but not below $\phi^n(6)$. Hence

$$\boxed{d_s=\frac{2\ln3}{\ln5}\approx1.3652}.$$

The law is not a pure power. For $n\ge3$, the coarse levels below 6 reach up to 5, so the fine levels below 2 end at $\phi(5)=(5-\sqrt5)/2=1.382$. The upper branch starts at $\lambda_+(6)=3$. Between them, from 1.106 to 2.400 eV, the count stays at $3^{n-1}$, or 243 here.

Applying $\phi$ repeatedly copies this plateau to lower energies. The factor $5\phi(x)/x$ increases with $x$, so $\Psi(x)/x$ does not decrease. The limiting ratio of plateau edges is therefore at least $3/1.382$; its computed value is 2.4259. Across such a plateau a pure power would grow by $2.4259^{\ln3/\ln5}=1.831$, while the count does not grow at all. The prefactor oscillates with asymptotic period $\ln5$ in $\ln\lambda$.

## Comparison of the two

The estimate gave $d_s\approx1.585$; the exact value is 1.365. Both use a norm that triples. They differ in the bond energy. At $\lambda=0$, (1) gives

$$x_{01}=\frac{2u_0+2u_1+u_2}{5},$$

and the factor in (2) is $r(0)=6/10=\tfrac35$. Eliminating the midpoints at $\lambda=0$ minimizes the bond energy for fixed corners, so the relaxed energy is $\tfrac35$ of the old one, against $\tfrac34$ for linear interpolation. With the norm, the energy scale changes by $\tfrac35\cdot\tfrac13=\tfrac15$ instead of $\tfrac14$.

The linear trial is out of balance at a midpoint. There,

$$4x_{01}-u_0-u_1-x_{02}-x_{12}=\frac{u_0+u_1}{2}-u_2 ,$$

which is generally nonzero. On a full triangular lattice, neighbours on the opposite side would cancel this term for a linear field. In the gasket a midpoint has no bonds across that edge, which borders a hole or the exterior, so the amplitudes must bend even in the long-wavelength limit.

The lowest excitation shows the consequence. It is 2.400 eV at $n=1$, for a side of 6 angstrom. Five doublings later, at 192 angstrom, the estimate gives $2.400/4^5=0.00234$ eV. The exact value is $0.0009255$ eV, or $3.401\times10^{-5}$ hartree, so the estimate is too high by a factor of about 2.5. The exact ratios of successive excitations are 4.303, 4.856, 4.971, 4.994 and 4.999. They approach 5, with the first steps still showing the nonlinear term of the map.

A random walk gives a check that uses no eigenvalues. If $A$ is the adjacency matrix, the numbers of neighbours form the matrix $4M$, and

$$M^{-1}L=M^{-1}(4M-A)=4(1-P),\qquad P=(4M)^{-1}A,$$

where $P$ describes steps to a randomly chosen neighbour. A mode survives $T$ steps with factor $(1-\lambda/4)^T\approx e^{-\lambda T/4}$ at small $\lambda$. Refinement divides small $\lambda$ by 5. It also triples the norm while leaving the corner amplitude unchanged, so the mode's weight at the corner falls by 3. The return probability at a corner of level $n$ after $5T$ steps is therefore one third of that at level $n-1$ after $T$ steps, for large $T$. While $T$ is much shorter than $4/\lambda$ for the lowest excitation, the walk has not explored the whole gasket and the probability hardly depends on the level. At level 8 that time is about $9\times10^4$ steps, from the level-6 excitation divided by $5^2$. In this range the return probability on one gasket should fall by 3 when the time grows by 5.

On a level-8 gasket it falls from 0.002478 after 1000 steps to 0.000826 after 5000, a ratio of 0.33339. Writing the probability as $T^{-d_s/2}$ between these two times gives $d_s=-2\ln(0.33339)/\ln5=1.3650$, in agreement with the exact solution and not with the linear estimate. The full set of values is in the numerical output below.

## Numbers as computed

```
hopping t = 0.80 eV; bond = 3.0 angstrom
level n = 6; sites = 1095
largest Schur-complement error = 1.7e-15 (no unit)
largest eigenvalue error = 3.0e-14 (no unit)
degenerate levels at n = 6: lambda, E, number of states
  6.000000, 4.800000 eV, 366
  5.000000, 4.000000 eV, 121
  3.000000, 2.400000 eV, 123
  3.618034, 2.894427 eV, 40
  1.381966, 1.105573 eV, 40
  4.302776, 3.442221 eV, 42
  0.697224, 0.557779 eV, 42
states descending from initial triangle = 65
fraction of all other states = 0.9406
compact family: lambda, occupied sites, width in bonds
  6.000000, 7, 3
  3.000000, 21, 7
  0.697224, 71, 15
lambda=5 loops at n=4: 13 independent states
  hole side 2 bonds: 6 occupied sites
  hole side 4 bonds: 12 occupied sites
  hole side 8 bonds: 24 occupied sites
lowest excitation: n, side, E, ratio to previous E
  1, 6.0 angstrom, 2.4000000 eV, 2.00000
  2, 12.0 angstrom, 0.5577795 eV, 4.30278
  3, 24.0 angstrom, 0.1148537 eV, 4.85643
  4, 48.0 angstrom, 0.0231042 eV, 4.97112
  5, 96.0 angstrom, 0.0046262 eV, 4.99422
  6, 192.0 angstrom, 0.0009255 eV, 4.99884
n=6 lowest excitation = 3.400974e-05 hartree
counts at n=6: k, phi^k(6), energy, levels below
  0, 6.0000000, 4.8000000 eV, 729
  1, 2.0000000, 1.6000000 eV, 243
  2, 0.4384472, 0.3507577 eV, 81
  3, 0.0892838, 0.0714270 eV, 27
  4, 0.0179210, 0.0143368 eV, 9
  5, 0.0035868, 0.0028694 eV, 3
  6, 0.0007175, 0.0005740 eV, 1
limit of 5^k phi^k(6) = 11.2106659 (no unit)
first plateau = 1.105573 to 2.400000 eV
limiting plateau edge ratio = 2.425877
power-law factor across plateau = 1.831107
corner return probability: steps, probability
  200, 0.00742853
  1000, 0.00247832
  5000, 0.00082625
return ratio 5000/1000 steps = 0.3333912
spectral dimension: formula 1.365212, walk 1.364997
unit corner weight: fine lambda = 0.570310
  mapped 2.526297, actual coarse 1.697224
```
